\section*{Renormalized single-excitation energy for Kohn–Sham orbitals, part 2}

We seek the singles energy of a Kohn--Sham (KS) determinant $\Phi$ of $N$ electrons. We use Hartree atomic units and real spin orbitals, $i,j$ occupied, $a,b$ virtual. The Hamiltonian is $H=E_\Phi+\sum f_{pq}\{c_p^\dagger c_q\}+H_2$, with $H_2=\tfrac14\sum\langle pq\|rs\rangle\{c_p^\dagger c_q^\dagger c_sc_r\}$, braces meaning normal order. Its one-body operator is $h$. The Fock matrix is $f_{pq}=\varepsilon_p\delta_{pq}+v_{pq}$, with KS eigenvalues $\varepsilon_p$ and blocks labelled $o,v$.

In $H_0+\lambda V_1+\mu V_2$, $H_0$ holds $\varepsilon_p$, $V_1$ holds $v_{oo},v_{vv}$, and $V_2$ holds $v_{ov},v_{vo}$. With $\Phi_i^a=c_a^\dagger c_i\Phi$ and $\tau=\mathrm{Tr}\,v_{oo}$,
\begin{equation}
\langle\Phi_i^a|V_1|\Phi_j^b\rangle=\tau\,\delta_{ij}\delta_{ab}+W_{ai,bj},\qquad W_{ai,bj}=\delta_{ij}v_{ab}-\delta_{ab}v_{ji}.
\label{W}
\end{equation}
The ground-state energy has $\mu^2$ coefficient $E(\lambda)=\sum_nE_n\lambda^n$. The recursion is $T^{(0)}=-D^{-1}f$, $T^{(n+1)}=-D^{-1}WT^{(n)}$, $E_n=f\cdot T^{(n)}$, with $D_{ai}=\varepsilon_a-\varepsilon_i$; $E_{\rm SE}=E_0$. Diagonal insertions alone, with $x_{ai}=(v_{aa}-v_{ii})/D_{ai}$, give
\begin{equation}
E_{\rm diag}=-\sum_{ai}\frac{f_{ai}^2}{f_{aa}-f_{ii}} .
\label{diag}
\end{equation}
All insertions give
\begin{equation}
LT\equiv f_{vv}T-Tf_{oo}=-f_{vo},\qquad E_{\rm rSE}=\mathrm{Tr}(f_{ov}T)=\langle f_{vo},T\rangle ,
\label{syl}
\end{equation}
\begin{equation}
E_{\rm rSE}=-\sum_{ai}\frac{\tilde f_{ai}^2}{\tilde f_a-\tilde f_i}.
\label{rSE}
\end{equation}
Here $\langle X,Y\rangle=\mathrm{Tr}\,X^TY$, and tildes refer to semicanonical orbitals, which diagonalize $f_{oo}$ and $f_{vv}$ separately. Condition G, every $\tilde f_a$ above every $\tilde f_i$, makes $L$ positive definite. Closed-shell singles energies in spatial orbitals carry a factor 2.

For $K$ pairs $(ai)$, $M=D^{-1/2}WD^{-1/2}$ has eigenvalues $w_k$, and $g=D^{-1/2}f$ has components $g_k$ along its eigenvectors:
\begin{equation}
E_n=-\sum_kg_k^2(-w_k)^n,\qquad E(\lambda)=-\sum_k\frac{g_k^2}{1+\lambda w_k}.
\label{spec}
\end{equation}
The series converges at $\lambda=1$ only if $|w_k|<1$ wherever $g_k\ne0$. Its partial sums $S_{N'}$ obey
\begin{equation}
S_{N'}-E_{\rm rSE}=\sum_k\frac{g_k^2(-w_k)^{N'+1}}{1+w_k},
\label{bracket}
\end{equation}
which alternates in sign when all weighted $w_k$ are positive.

The model has two spinless fermions in five orbitals, $\varepsilon=(-1,-0.5\,|\,-0.2,0.5,1)$~Ha and
\begin{equation}
v=\begin{pmatrix}
-0.20&0.05&0.05&0.04&-0.03\\
0.05&-0.15&0.06&-0.05&0.02\\
0.05&0.06&0.25&0.05&0.02\\
0.04&-0.05&0.05&0.10&0.04\\
-0.03&0.02&0.02&0.04&0.10
\end{pmatrix}\text{Ha}.
\end{equation}
G holds, $E_{\rm diag}=-0.010652$~Ha and $E_{\rm rSE}=-0.01123855$~Ha, but the series diverges at $\lambda=1$. Do its coefficients still determine $E_{\rm rSE}$?

Over a common denominator, Eq.~\eqref{spec} is $P/Q$ with degrees at most $K-1$ and $K$. If $P'/Q'$ of the same degrees has the same first $2K$ Taylor coefficients, then $PQ'-P'Q$ is $O(\lambda^{2K})$ and of degree at most $2K-1$, hence zero. The $[K-1/K]$ Pad\'e approximant is therefore the function itself. It is built by solving $\sum_{j=1}^{K}q_jE_{k-j}=-E_k$ for $k=K,\dots,2K-1$, with $q_0=1$, and setting $p_k=\sum_{j\le k}q_jE_{k-j}$. This linear system is nonsingular when the $w_k$ are distinct and every $g_k\ne0$; otherwise $K$ is to be replaced by the number of distinct eigenvalues that carry weight. Here $K=6$. With twelve coefficients from perturbation theory among the ten determinants, in exact rational arithmetic, the $[5/6]$ approximant at $\lambda=1$ is $-0.01123855$~Ha. The off-diagonal insertions lower the energy by $0.000587$~Ha, 5.2\% of $|E_{\rm rSE}|$.

\noindent Q. Five percent. Is there a reason of principle to prefer Eq.~\eqref{rSE} over Eq.~\eqref{diag}?

\noindent A. Invariance. Rotate occupied and virtual orbitals among themselves by any orthogonal $R_o$, $R_v$. Then $f_{vv}\to R_v^Tf_{vv}R_v$, $f_{oo}\to R_o^Tf_{oo}R_o$, $f_{vo}\to R_v^Tf_{vo}R_o$, Eq.~\eqref{syl} is solved by $R_v^TTR_o$, and the trace is unchanged as before. $E_{\rm rSE}$ thus depends only on the occupied space. The $\varepsilon_p$ have dropped out, and a closing KS gap does not make it diverge while G holds, although the radius of convergence in $\lambda$ then shrinks if the mode of the closing pair carries weight, through $f_{ai}\ne0$ or through off-diagonal elements of $W$, and a single determinant may be a poor reference for other reasons. Equation~\eqref{diag} is tied to the orbitals in which the diagonal is read: in the model one random rotation of both blocks moves it from $-0.010652$ to $-0.008356$~Ha. Rotated orbitals are no longer KS orbitals, so this does not make $E_{\rm diag}$ ambiguous for nondegenerate levels. It can be ambiguous within a degenerate KS level, though not when $f$ is a multiple of the unit matrix there, as symmetry ensures for the shells of a spherical atom.

\section{What the result is not}

\noindent Q. At $\lambda=\mu=1$ your operator is $\sum f_{pq}c_p^\dagger c_q$, which is solved by diagonalizing $f$. How far is $E_{\rm rSE}$ from that answer?

\noindent A. Let $f_\mu$ be $f$ with $f_{ov}$ scaled by $\mu$, and $E_{\rm 1b}(\mu)$ the sum of its $N$ lowest eigenvalues minus $\mathrm{Tr}f_{oo}$. Write the invariant subspace as the column space of $\binom{1}{Y}$, so that $f_\mu\binom1Y=\binom1YX$ and the eigenvalues of $X$ are those $N$ eigenvalues. The upper block gives $X=f_{oo}+\mu f_{ov}Y$, hence $E_{\rm 1b}=\mu\mathrm{Tr}f_{ov}Y$. The lower block gives $\mu f_{vo}+f_{vv}Y=YX$, a Riccati equation:
\begin{equation}
LY=-\mu f_{vo}+\mu Yf_{ov}Y .
\end{equation}
Under G the solution with $Y\to0$ describes the lowest levels for small $\mu$. With $Y=\mu Y_1+\mu^2Y_2+\mu^3Y_3+\dots$, order $\mu$ gives $Y_1=T$ of Eq.~\eqref{syl}, order $\mu^2$ gives $LY_2=0$, so $Y_2=0$, and order $\mu^3$ gives $LY_3=Tf_{ov}T$. Thus $E_{\rm 1b}=\mu^2E_{\rm rSE}+\mu^4E_4+\dots$ with $E_4=\langle f_{vo},Y_3\rangle$. $L$ is symmetric in the trace product because $f_{oo}$ and $f_{vv}$ are symmetric, and transposing Eq.~\eqref{syl} gives $f_{ov}=-(T^Tf_{vv}-f_{oo}T^T)$. Then
\begin{align}
E_4&=-\langle LT,Y_3\rangle=-\langle T,LY_3\rangle=-\mathrm{Tr}(T^TTf_{ov}T)\nonumber\\
&=\mathrm{Tr}(T^TT\,T^Tf_{vv}T)-\mathrm{Tr}(T^TTf_{oo}T^TT).
\end{align}
Insert the singular value decomposition $T=\sum_ks_ku_kz_k^T$, with orthonormal virtual vectors $u_k$ and occupied vectors $z_k$. Cycling the traces produces $(TT^T)^2=\sum s_k^4u_ku_k^T$ and $(T^TT)^2=\sum s_k^4z_kz_k^T$, so
\begin{equation}
E_4=\sum_ks_k^4\gamma_k,\qquad\gamma_k=u_k^Tf_{vv}u_k-z_k^Tf_{oo}z_k>0
\end{equation}
by G. In the same way $-E_{\rm rSE}=\langle T,LT\rangle=\sum_ks_k^2\gamma_k$, which gives the bound $0\le E_4\le s_{\max}^2|E_{\rm rSE}|$. In the model $E_4=0.000101$~Ha; $E_{\rm rSE}+E_4=-0.011137$~Ha, against $E_{\rm 1b}(1)=-0.011140$~Ha from diagonalizing the $5\times5$ matrix, the rest being of sixth and higher order.

\noindent Q. A positive fourth order says nothing at strong coupling. Is rSE always below $E_{\rm 1b}$?

\noindent A. Under G, yes. Define $Q(Y)=2\langle f_{vo},Y\rangle+\langle Y,LY\rangle$. Substituting $f_{vo}=-LT$ and completing the square, $Q(Y)=-\langle T,LT\rangle+\langle Y-T,L(Y-T)\rangle\ge E_{\rm rSE}$. Now take the $N$ lowest eigenvectors of $f$ as columns of $\binom{C_o}{C_v}$. Orthonormality gives $C_o^TC_o+C_v^TC_v=1$, so one rotation of the columns diagonalizes both products. The rotated columns are $\phi_k=\cos\theta_k\,z_k+\sin\theta_k\,u_k$, with the $z_k$ orthonormal (completed to a basis of the occupied space where $\cos\theta_k=0$) and the $u_k$ orthonormal wherever $\sin\theta_k\ne0$. With $f_k=u_k^Tf_{vo}z_k$ and $\mathrm{Tr}f_{oo}=\sum_kz_k^Tf_{oo}z_k$,
\begin{align}
E_{\rm 1b}&=\sum_k\phi_k^Tf\phi_k-\mathrm{Tr}f_{oo}
=\sum_k\big[2\sin\theta_k\cos\theta_k\,f_k+\sin^2\theta_k\,\gamma_k\big],\\
Q(Y')&=\sum_k\big[2\sin\theta_k\cos\theta_k\,f_k+\sin^2\theta_k\cos^2\theta_k\,\gamma_k\big],
\end{align}
where the first line uses $\cos^2\theta-1=-\sin^2\theta$ and the second is $Q$ for $Y'=\sum_k\sin\theta_k\cos\theta_k\,u_kz_k^T$. Since $\gamma_k>0$ and $\cos^2\theta_k\le1$, $Q(Y')\le E_{\rm 1b}$. The sum of the $N$ lowest eigenvalues is the minimum of $\sum_k\phi_k^Tf\phi_k$, and $\Phi$ itself is a trial set, so
\begin{equation}
E_{\rm rSE}\le E_{\rm 1b}\le0 .
\end{equation}
As the Fock gap closes with $\tilde f_{ai}\neq0$, $E_{\rm rSE}\to-\infty$ while $E_{\rm 1b}$ stays finite, so rSE has moved the divergence from the KS gap to the Fock gap.

\noindent Q. Physically the singles relax the KS orbitals towards the HF ones. Is $E_{\rm rSE}$ then an estimate of $E_{\rm HF}-E_\Phi$, or a bound on it?

\noindent A. It is a rough estimate, and nothing in its derivation makes it a bound, because $f$ is frozen while the orbitals move. Rotate $\Phi$ by $e^{\hat t-\hat t^\dagger}$ with $\hat t=\sum t_{ai}c_a^\dagger c_i$. Since $\hat t^\dagger\Phi=0$ and $\hat t^\dagger\hat t\Phi=|t|^2\Phi$, the state is $\Phi+\hat t\Phi+\tfrac12\hat t^2\Phi-\tfrac12|t|^2\Phi+O(t^3)$. With $H_N=H-E_\Phi$ and $\langle\Phi|H_N|\Phi\rangle=0$,
\begin{equation}
\Delta E=2\langle\Phi|H_N\hat t|\Phi\rangle+\langle\hat t\Phi|H_N|\hat t\Phi\rangle+\langle\Phi|H_N\hat t^2|\Phi\rangle+O(t^3).
\end{equation}
The first term is $2\sum f_{ai}t_{ai}$. In the second, the one-body part gives $\delta_{ij}f_{ab}-\delta_{ab}f_{ji}$ as in Eq.~\eqref{W}, and $H_2$ gives the coupling that the definition of rSE dropped. For the assignment $p,q,r,s=a,j,i,b$ the string is $c_i^\dagger c_ac_a^\dagger c_j^\dagger c_bc_ic_b^\dagger c_j$; the $a$ pair is adjacent, joining the $b$ pair costs one sign and joining the $i$ pair a second, so the sign is plus, and four equivalent assignments cancel the $\tfrac14$: the element is $\langle aj\|ib\rangle$. In the third term $c_a^\dagger c_ic_b^\dagger c_j=c_a^\dagger c_b^\dagger c_jc_i$ (two exchanges), the string $c_i^\dagger c_j^\dagger c_bc_ac_a^\dagger c_b^\dagger c_jc_i$ is nested with sign plus, and the element is $\langle ij\|ab\rangle$. In the notation $(pr|qs)=\langle pq|rs\rangle$, $\langle aj\|ib\rangle=(ai|bj)-(ab|ij)$ and $\langle ij\|ab\rangle=(ai|bj)-(aj|bi)$ for real orbitals. For a closed shell with equal amplitudes for both spins, each $(ai|bj)$ survives for all four spin combinations of the two pairs, while the Fock part, $(ab|ij)$ and $(aj|bi)$ survive for the two with equal spins. In spatial orbitals
\begin{align}
\Delta E&=4f\cdot t+2\,t\cdot(L+G_2)\,t+O(t^3),\nonumber\\
(G_2)_{ai,bj}&=4(ai|bj)-(ab|ij)-(aj|bi).
\label{hess}
\end{align}
$L+G_2$ is the matrix known as $A+B$. Setting the gradient to zero gives $t=-(L+G_2)^{-1}f$ and the Newton estimate $\Delta E=-2f\cdot(L+G_2)^{-1}f$; with $G_2$ deleted this is $E_{\rm rSE}$. $G_2$ contains a positive Coulomb response and negative particle--hole attraction, so its sign is not fixed. At $t=T$, using $LT=-f$ and $2f\cdot T=E_{\rm rSE}$, Eq.~\eqref{hess} gives $\Delta E=E_{\rm rSE}+2T\cdot G_2T+O(T^3)$.

\section{The magnesium atom}

\noindent Q. What do these quantities amount to in a real system?

\noindent A. Take Mg with the PBE functional in the cc-pVTZ Gaussian basis: 34 spatial orbitals, 6 occupied, the KS equations solved self-consistently with numerical quadrature for $v_{xc}$, and $f$ formed from analytic integrals. The occupied levels in Ha are
\begin{center}
\begin{tabular}{lrrr}
 & $\varepsilon_i$ & $f_{ii}$ & $\tilde f_i$\\
1s & $-46.24484$ & $-49.07468$ & $-49.07470$\\
2s & $-2.93068$ & $-3.77214$ & $-3.77248$\\
2p & $-1.72287$ & $-2.28886$ & $-2.28886$\\
3s & $-0.17269$ & $-0.25041$ & $-0.25005$
\end{tabular}
\end{center}
The 2p shell has no occupied partner of its symmetry and does not move. The coupling $|f_{2s,3s}|=0.03517$~Ha repels 2s and 3s by $0.03517^2/(3.77214-0.25041)=0.00035$~Ha in second order, the size of the shifts seen. The lowest eigenvalue of $f_{vv}$ is $0.03952$~Ha, so the Fock gap is $0.03952+0.25005=0.290$~Ha and G holds. The lowest virtual level depends on how diffuse the basis is: in the larger set described below the gap is 0.266~Ha.

For 3s to the lowest virtual s orbital, $\varepsilon_a=0.05642$, $f_{aa}=0.14135$, $|f_{ai}|=0.008007$~Ha. Then $D=0.05642+0.17269=0.22911$~Ha, $f_{aa}-f_{ii}=0.14135+0.25041=0.39176$~Ha and $x=0.39176/0.22911-1=0.7099$. With the spin factor the pair gives $-2(0.008007)^2/0.22911=-0.560$~mHa in SE and $-2(0.008007)^2/0.39176=-0.327$~mHa in the diagonal sum. Summed over virtuals, in mHa (KS occupied orbitals for the first two columns, semicanonical for the third):
\begin{center}
\begin{tabular}{lrrr}
 & SE & diagonal & rSE\\
1s & $-0.1360$ & $-0.1277$ & $-0.1278$\\
2s & $-1.5221$ & $-1.1779$ & $-1.1585$\\
2p & $-2.6334$ & $-1.9392$ & $-1.8869$\\
3s & $-0.9962$ & $-0.6596$ & $-0.6594$\\
sum & $-5.2877$ & $-3.9044$ & $-3.8326$
\end{tabular}
\end{center}
The totals are $-0.144$, $-0.106$ and $-0.104$~eV. These values belong to this basis and are far from its limit, because the contraction of cc-pVTZ restricts the relaxation of the orbitals. Uncontracting the same primitives gives $-10.07$, $-8.38$ and $-8.27$~mHa, and an even-tempered set of 24 s and 16 p functions with exponents $0.01\times2.2^k$ gives $-10.19$, $-8.57$ and $-8.37$~mHa, about twice the entries of the table. The cc-pVTZ digits serve to compare the formulas with one another, not as properties of the atom. The off-diagonal insertions raise the energy by 0.072~mHa, 1.9\% of $|E_{\rm rSE}|$, whereas they lowered it in the model: their sign is not fixed. The diagonal formula evaluated after one random rotation of both blocks gives $-1.745$~mHa. The amplitudes have $|T|=(\sum T_{ai}^2)^{1/2}=0.03131$ per spin, and $s_{\max}\le|T|$, so $E_4/|E_{\rm rSE}|$ cannot exceed $0.03131^2=9.8\times10^{-4}$. Its value is $0.001255/3.8326=3.3\times10^{-4}$, and $E_{\rm 1b}=-3.8313$~mHa.

The self-consistent HF energy is $-199.613347$~Ha and $E_\Phi=-199.609154$~Ha, a relaxation of $-4.193$~mHa ($-0.114$~eV). Relative to it, SE amounts to 126\%, rSE to 91.4\%, and the Newton estimate with the full $A+B$, $-4.190$~mHa, to 99.9\%. Evaluating $\langle H\rangle$ for the determinant rotated by the rSE amplitudes gives $-4.065$~mHa, below $E_{\rm rSE}$; the difference of $-0.232$~mHa is $2T\cdot G_2T$ plus third-order terms. So $E_{\rm rSE}$ is a lower bound for the frozen one-body problem but lies above the HF relaxation here. The diagonal sum, at 93\%, is closer to the relaxation than the full rSE. That is no merit of the diagonal form: the omitted $G_2$ accounts for $4.190-3.833=0.357$~mHa, five times the off-diagonal correction. In the even-tempered set the relaxation is $-9.40$~mHa, of which SE is 108\%, the diagonal sum 91\% and rSE 89\%; $G_2$ accounts for 1.04~mHa and the off-diagonal insertions for 0.20~mHa. The order and the signs persist, but the ratio of the last two numbers varies between 2.5 (cc-pVQZ) and 15 (cc-pCVTZ).

\noindent Q. And does the insertion series converge for this atom?

\noindent A. For the free atom it does, and only through symmetry. The density is spherical, so $f$ and $v$ commute with angular momentum: $f_{ai}=0$ unless $l_a=l_i$, and $W$ changes neither $l_a$ nor $l_i$. Only pairs with $l_a=l_i$ carry weight. Among them the largest $|x|$ is 0.7099, and diagonalizing $M$ in that sector gives $w$ from 0.0625 to 0.7363. All are positive and below one, which by Eq.~\eqref{spec} explains $|E_{\rm rSE}|<|E_{\rm SE}|$, and by Eq.~\eqref{bracket} the alternation of the partial sums: $S_0,\dots,S_3=-5.2877$, $-3.2067$, $-4.1377$, $-3.6643$~mHa, $S_5=-3.7648$, $S_{10}=-3.8454$, $S_{20}=-3.8332$, $S_{40}=-3.8326$~mHa, even ones below and odd ones above the limit. These sums come from the recursion restricted to pairs with $l_a=l_i$, so that numerical noise in the forbidden pairs cannot grow; the same restricted recursion has term ratio $-0.7363$ at $n=600$. The forbidden pair 3s$\to$3p has $\varepsilon_a=-0.04873$, $f_{aa}=0.05462$~Ha, so $x=(0.05462+0.25041)/(0.17269-0.04873)-1=1.46$, and $M$ over all pairs has $w_{\max}=1.5458$. In the even-tempered set the largest $|x|$ among contributing pairs is 0.61, the largest weighted $w$ is 0.757 and $w_{\max}=1.554$, so the conclusion is the same.

\noindent Q. An eigenvalue with zero weight is harmless. Why mention it?

\noindent A. Because its weight is zero only by symmetry, and a perturbation that mixes s and p removes that protection. Add $Fz$ to $h$ with $F=0.005$~a.u. and solve the KS equations again. Inversion through the nucleus maps $F$ to $-F$, so the spectrum of $M$ is even in $F$, while $f_{3s,3p}$ connects opposite parities and is odd in $F$. The calculation gives $w_{\max}=1.5458$ for the component that acquires weight, unchanged to four decimals in this basis (the other two components move to 1.5422), and a coupling of 3s to the 3p shell of norm $0.001157$~Ha. With added diffuse s, p and d functions $w_{\max}$ moves from 1.546 to 1.552 in the field and the coupling is $0.0015$~Ha. The terms are now $E_{20}=-0.1192$, $E_{40}=-723.3$ and $E_{80}=-2.66\times10^{10}$~Ha; $723.3/0.1192=6.07\times10^3=1.5458^{20}$, and the ratio of successive terms at $n=80$ is $-1.5458$. The closed forms barely move: SE $-5.3035$, diagonal $-3.9095$, rSE $-3.8397$~mHa, the last 0.007~mHa below the free atom. The coefficient of $\mu^2$ can be taken from its definition, with no use of Eq.~\eqref{rSE}: with $c(\mu)=E_{\rm 1b}(\mu)/\mu^2=E_{\rm rSE}+\mu^2E_4+\dots$ from the eigenvalues of $f_\mu$, the combination $[4c(\mu/2)-c(\mu)]/3$ cancels the $\mu^2$ term, and at $\mu=0.4$ it is $-3.8397$~mHa. The radius of convergence in $\lambda$ drops from $1/0.7363$ to $1/1.5458$ once the field gives this mode weight, however little, because the residue of the pole at $\lambda=-1/1.5458$ scales with $g_k^2$ while its position moves only at order $F^2$; at $\lambda=1$ that pole contributes only $-g_k^2/(1+1.5458)$ per spin.
